# Decay length of an exponentially localized state from its squared density: test program

```python
"""
Result under test: for psi(x) proportional to exp(-|x|/L), the normalized
density rho satisfies P = integral rho^2 dx = 1/(2L), hence L = 1/(2P).
L: amplitude decay length; h: grid spacing; u = h/L;
s: distance from a grid point to the peak, in units of h; W: half-window.
The example is an electron bound to a thin sheet in an HfO2 film
(effective-mass model, rough parameters). Lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import exp1


def inverse_width(density, spacing):
    """Integral of the squared normalized density, from grid samples."""
    return np.sum(density**2) / (spacing * np.sum(density)**2)


def decay_length(mass_ratio, binding):
    kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e18
    return np.sqrt(kinetic / binding), kinetic


# Continuum result and finite window, by quadrature of the definition
for length in (0.3, 1.0, 4.7):
    for window_ratio in (0.8, 2.0, 20.0):
        half = window_ratio * length
        norm = 2 * quad(lambda x: np.exp(-x / length)**2, 0, half)[0]
        fourth = 2 * quad(lambda x: np.exp(-x / length)**4, 0, half)[0]
        estimate = norm**2 / (2 * fourth)
        assert abs(estimate / (length * np.tanh(window_ratio)) - 1) < 1e-7
    assert abs(fourth / norm**2 * 2 * length - 1) < 1e-7

# Effect of grid spacing and peak position, by explicit sums
index = np.arange(-6000, 6001)
for s in (0.0, 0.2, 0.5, 0.9):
    for u in (0.01, 0.3, 1.2):
        density = np.exp(-2 * u * np.abs(index - s))
        estimate = 1 / (2 * inverse_width(density, u))
        w = u * (1 - 2 * s)
        formula = u / (np.tanh(u) * (1 + np.tanh(w)**2))
        assert abs(estimate / formula - 1) < 1e-9
        if u == 0.01:
            leading = 1 / 3 - (1 - 2 * s)**2
            assert abs((estimate - 1) / u**2 - leading) < 2e-3

# Bound state of a thin attractive sheet in a film with hard walls
mass, binding, film = 0.2, 0.3, 10.0
L, kinetic = decay_length(mass, binding)
strength = 2 * kinetic / L
fine = 0.01
x = fine * np.arange(-499, 500)
centre = 499


def bound_state(field):
    """Lowest state; field in V/nm."""
    diagonal = 2 * kinetic / fine**2 + field * x
    diagonal[centre] -= strength / fine
    off = np.full(len(x) - 1, -kinetic / fine**2)
    energy, vector = eigh_tridiagonal(diagonal, off, select='i',
                                      select_range=(0, 0))
    return energy[0], vector[:, 0] / vector[centre, 0]


energy, psi = bound_state(0.0)
assert abs(energy / -binding - 1) < 1e-3
L_fine = 1 / (2 * inverse_width(psi**2, fine))
assert abs(L_fine / L - 1) < 1e-3
inside = np.sum(psi[np.abs(x) < L]**2) / np.sum(psi**2)
assert abs(inside - (1 - np.exp(-2))) < 0.01  # edge of a grid cell

# Keep coarse samples only and recover L
stride = 40
h = stride * fine
keep = np.arange(centre - 12 * stride, centre + 12 * stride + 1, stride)
samples = psi[keep]
sum2, sum4 = np.sum(samples**2), np.sum(samples**4)
P_grid = inverse_width(samples**2, h)
L_plain = 1 / (2 * P_grid)
t = brentq(lambda z: z + z**3 - 2 * h * P_grid, 0, 1)
L_corrected = h / np.arctanh(t)
slope = np.polyfit(x[keep][13:19], np.log(samples[13:19]), 1)[0]
L_slope = -1 / slope
assert abs(L_corrected / L - 1) < 1e-3
assert abs(L_slope / L - 1) < 2e-3
assert abs(L_corrected - L) < 0.05 * abs(L_plain - L)

# Finite sheet thickness at the same outer decay length
thickness = 0.3
k = brentq(lambda q: q * np.sin(q * thickness / 2)
           - np.cos(q * thickness / 2) / L, 1e-9, np.pi / thickness)
edge = thickness / 2


def sheet_integral(power):
    inner = quad(lambda y: np.cos(k * y)**power, 0, edge)[0]
    outer = quad(lambda y: (np.cos(k * edge)
                 * np.exp(-(y - edge) / L))**power, edge, edge + 25 * L)[0]
    return 2 * (inner + outer)


L_sheet = sheet_integral(2)**2 / (2 * sheet_integral(4))
well_depth = kinetic * k**2 + binding
assert L_sheet > L

# Electric field: weak-field shift and strong-field tunnelling barrier
weak, strong = 0.01, 0.1  # V/nm, equal to 0.1 and 1 MV/cm
psi_field = bound_state(weak)[1]
L_field = 1 / (2 * inverse_width(psi_field**2, fine))
exit_distance = binding / strong
exponent = 2 * quad(lambda y: np.sqrt(max(binding - strong * y, 0)
                    / kinetic), 0, exit_distance)[0]

# Atomic-scale modulation of the density
grid_step = L / 2000
y = grid_step * np.arange(-40000, 40001)


def modulated_length(contrast, period):
    density = np.exp(-2 * np.abs(y) / L) * (
        1 + contrast * np.cos(2 * np.pi * y / period))
    return 1 / (2 * inverse_width(density, grid_step))


for contrast in (0.5, 1.0):
    factor = L / modulated_length(contrast, 0.05 * L)
    assert abs(factor - (1 + contrast**2 / 2)) < 5e-3
contrast, period = 0.5, 0.5
L_peak = modulated_length(contrast, period)
L_dip = modulated_length(-contrast, period)

# Point trap exp(-r/L)/r: density integrated over planes of constant x
for distance in (0.3 * L, 1.1 * L):
    plane = quad(lambda q: 2 * np.pi * q
                 * np.exp(-2 * np.hypot(q, distance) / L)
                 / (q**2 + distance**2), 0, 30 * L, limit=200)[0]
    assert abs(plane / (2 * np.pi * exp1(2 * distance / L)) - 1) < 1e-6
e1_norm = quad(exp1, 0, 1)[0] + quad(exp1, 1, 50)[0]
e1_square = (quad(lambda z: exp1(z)**2, 0, 1)[0]
             + quad(lambda z: exp1(z)**2, 1, 50)[0])
P_point = e1_square / (L * e1_norm**2)
assert abs(P_point * L - 2 * np.log(2)) < 1e-6
L_point = 1 / (2 * P_point)

thermal = const.k * 300 / const.e
L_light = decay_length(mass / 2, binding)[0]
L_heavy = decay_length(mass * 2, binding)[0]

print(f"Effective mass (rough input): {mass:.1f} electron masses")
print(f"Binding energy (rough input): {binding:.1f} eV")
print(f"Film thickness: {film:.1f} nm")
print(f"hbar^2/(2m): {kinetic:.4f} eV nm^2")
print(f"L from binding energy: {L:.4f} nm")
print(f"Sheet strength: {strength:.4f} eV nm")
print(f"P = 1/(2L): {1 / (2 * L):.4f} 1/nm")
print(f"Width 1/P: {2 * L:.4f} nm")
print(f"Density fraction in |x|<L, exact: {1 - np.exp(-2):.4f}")
print(f"Solved energy on fine grid: {energy:.5f} eV")
print(f"Fine grid spacing: {fine:.2f} nm")
print(f"L from P on fine grid: {L_fine:.4f} nm")
print(f"Coarse spacing h: {h:.1f} nm; samples: {len(samples)}")
for j in range(6):
    print(f"Sample at x = {x[keep][12 + j]:.1f} nm: "
          f"psi/psi(0) = {samples[12 + j]:.5f}")
print(f"Sum of psi^2 over samples: {sum2:.5f}")
print(f"Sum of psi^4 over samples: {sum4:.5f}")
print(f"P from coarse samples: {P_grid:.5f} 1/nm")
print(f"Plain L from coarse samples: {L_plain:.4f} nm")
print(f"Plain relative error: {100 * (L_plain / L - 1):.2f} %")
print(f"Leading error -2u^2/3: {-200 * (h / L)**2 / 3:.2f} %")
print(f"2hP: {2 * h * P_grid:.5f}; root t: {t:.5f}")
print(f"Spacing-corrected L: {L_corrected:.4f} nm")
print(f"L from logarithmic slope: {L_slope:.4f} nm")
print(f"Window deficit 1-tanh(W/L), W=5 nm: "
      f"{1 - np.tanh(film / 2 / L):.2e}")
print(f"Finite sheet thickness: {thickness:.1f} nm")
print(f"Finite sheet well depth: {well_depth:.3f} eV")
print(f"1/(2P) for finite sheet: {L_sheet:.4f} nm")
print(f"Finite-sheet error in L: {100 * (L_sheet / L - 1):.1f} %")
print(f"Field 0.1 MV/cm, drop over L: {1000 * weak * L:.2f} meV")
print(f"Field 0.1 MV/cm, change of 1/(2P): "
      f"{100 * (L_field / L_fine - 1):.3f} %")
print(f"Field 1 MV/cm, drop over L: {1000 * strong * L:.1f} meV")
print(f"Field 1 MV/cm, barrier exit: {exit_distance:.1f} nm")
print(f"Field 1 MV/cm, tunnelling exponent: {exponent:.2f}")
print(f"Field 1 MV/cm, barrier factor: {np.exp(-exponent):.2e}")
print(f"Thermal energy at 300 K: {1000 * thermal:.2f} meV")
print(f"exp(-binding/kT) at 300 K: {np.exp(-binding / thermal):.2e}")
print(f"L for half the mass: {L_light:.4f} nm")
print(f"L for double the mass: {L_heavy:.4f} nm")
print(f"Modulation: contrast {contrast:.1f}, period {period:.1f} nm")
print(f"1/(2P), modulation maximum at sheet: {L_peak:.4f} nm")
print(f"1/(2P), modulation minimum at sheet: {L_dip:.4f} nm")
print(f"Point trap, 1/(2P) of plane density: {L_point:.4f} nm")
print(f"Point trap, ratio to true L: {L_point / L:.4f}")
print("OK")
```

It prints:

```
Effective mass (rough input): 0.2 electron masses
Binding energy (rough input): 0.3 eV
Film thickness: 10.0 nm
hbar^2/(2m): 0.1905 eV nm^2
L from binding energy: 0.7969 nm
Sheet strength: 0.4781 eV nm
P = 1/(2L): 0.6275 1/nm
Width 1/P: 1.5937 nm
Density fraction in |x|<L, exact: 0.8647
Solved energy on fine grid: -0.29998 eV
Fine grid spacing: 0.01 nm
L from P on fine grid: 0.7967 nm
Coarse spacing h: 0.4 nm; samples: 25
Sample at x = 0.0 nm: psi/psi(0) = 1.00000
Sample at x = 0.4 nm: psi/psi(0) = 0.60535
Sample at x = 0.8 nm: psi/psi(0) = 0.36644
Sample at x = 1.2 nm: psi/psi(0) = 0.22181
Sample at x = 1.6 nm: psi/psi(0) = 0.13426
Sample at x = 2.0 nm: psi/psi(0) = 0.08125
Sum of psi^2 over samples: 2.15664
Sum of psi^4 over samples: 1.31022
P from coarse samples: 0.70425 1/nm
Plain L from coarse samples: 0.7100 nm
Plain relative error: -10.90 %
Leading error -2u^2/3: -16.80 %
2hP: 0.56340; root t: 0.46370
Spacing-corrected L: 0.7968 nm
L from logarithmic slope: 0.7965 nm
Window deficit 1-tanh(W/L), W=5 nm: 7.10e-06
Finite sheet thickness: 0.3 nm
Finite sheet well depth: 1.799 eV
1/(2P) for finite sheet: 0.8238 nm
Finite-sheet error in L: 3.4 %
Field 0.1 MV/cm, drop over L: 7.97 meV
Field 0.1 MV/cm, change of 1/(2P): 0.066 %
Field 1 MV/cm, drop over L: 79.7 meV
Field 1 MV/cm, barrier exit: 3.0 nm
Field 1 MV/cm, tunnelling exponent: 5.02
Field 1 MV/cm, barrier factor: 6.61e-03
Thermal energy at 300 K: 25.85 meV
exp(-binding/kT) at 300 K: 9.12e-06
L for half the mass: 1.1269 nm
L for double the mass: 0.5635 nm
Modulation: contrast 0.5, period 0.5 nm
1/(2P), modulation maximum at sheet: 0.6531 nm
1/(2P), modulation minimum at sheet: 0.7726 nm
Point trap, 1/(2P) of plane density: 0.2874 nm
Point trap, ratio to true L: 0.3607
OK
```
